\section*{The Pitzer-Gwinn partition function of a hindered rotor and its limits}

\section{The classical rotor}

\textbf{Q:} A methyl group in a precursor molecule twists about its bond. Why not count the twist as one more vibration?

\textbf{A:} A vibration stays near one minimum. The torsion has several equivalent minima, and at the temperatures of a heated gas line the thermal energy is a fair fraction of the barrier between them. Take one top on a rigid frame, with reduced moment of inertia $I$, angle $\phi$ and $n$ equal wells:
\begin{equation}
H=\frac{p^2}{2I}+V(\phi),\qquad V=\frac{V_0}{2}(1-\cos n\phi).
\label{H}
\end{equation}
Energy is counted from the bottom of the wells, so zero-point energy belongs to the partition function. Coupling to other motions is left out.

\textbf{Q:} Then begin with classical mechanics. What does it give?

\textbf{A:} One state per phase-space area $h$, divided by the symmetry number $\sigma$ because turns that only permute identical atoms give no new state:
\begin{equation}
q_{\rm cl}=\frac{1}{\sigma h}\int_{-\infty}^{\infty}\!dp\,e^{-p^2/2IkT}\int_0^{2\pi}\!d\phi\,e^{-V/kT}.
\end{equation}
The momentum integral is $\sqrt{2\pi IkT}$. With $u=V_0/2kT$ the angular integrand is $e^{-u}e^{u\cos n\phi}$. Over a full turn $n\phi$ runs through $n$ periods, each contributing $1/n$ of the integral over one period, so
\begin{equation}
\int_0^{2\pi}e^{u\cos n\phi}d\phi=\int_0^{2\pi}e^{u\cos\theta}d\theta=2\pi I_0(u),
\end{equation}
which defines the modified Bessel function $I_0$. Let $B=\hbar^2/2I$. Then $2\pi\sqrt{2\pi IkT}/h=\sqrt{2\pi IkT}/\hbar=\sqrt{\pi kT/B}$, and
\begin{equation}
q_{\rm cl}=\frac1\sigma\sqrt{\frac{\pi kT}{B}}\;e^{-u}I_0(u).
\label{cl}
\end{equation}

\section{The quantum factor}

\textbf{Q:} This has no zero-point energy. At low temperature it must be wrong.

\textbf{A:} It is, and the bottom of a well shows by how much. There $V\simeq n^2V_0\phi^2/4$, so $I\omega^2=n^2V_0/2$. Define
\begin{equation}
\hbar\omega=n\hbar\sqrt{\frac{V_0}{2I}}=n\sqrt{V_0B},\quad
x=\frac{\hbar\omega}{kT},\quad x^2=2n^2u\frac{B}{kT}.
\label{x}
\end{equation}
The oscillator's quantum sum is a geometric series,
\begin{equation}
\sum_{v=0}^\infty e^{-x(v+1/2)}=\frac{e^{-x/2}}{1-e^{-x}}=\frac{1}{2\sinh(x/2)},
\end{equation}
and its classical value is
\begin{equation}
\frac1h\sqrt{2\pi IkT}\sqrt{\frac{2\pi kT}{I\omega^2}}=\frac{2\pi kT}{h\omega}=\frac1x .
\end{equation}
Quantum divided by classical is $(x/2)/\sinh(x/2)$. Multiplying (\ref{cl}) by this ratio gives the Pitzer-Gwinn function:
\begin{equation}
q_{\rm PG}=\frac1\sigma\sqrt{\frac{\pi kT}{B}}\,e^{-u}I_0(u)\,\frac{x/2}{\sinh(x/2)}.
\label{pg}
\end{equation}

\textbf{Q:} By what right does a factor found at the bottom of a well multiply the whole rotor?

\textbf{A:} By none that holds in general. Equation (\ref{pg}) is an interpolation, to be judged by its limits and its error. The reference is the quantum sum $q=\sigma^{-1}\sum_j e^{-E_j/kT}$ for the same $H$. In the waves $e^{im\phi}$ the Hamiltonian matrix has $Bm^2+V_0/2$ on the diagonal and $-V_0/4$ between $m$ and $m\pm n$. Numerical diagonalization gives the $E_j$; I call the result the level sum.

\section{The free limit}

\textbf{Q:} Heat the rotor at fixed $V_0$ and $I$. What survives?

\textbf{A:} Both $u$ and $x$ fall as $1/T$. From $e^{-u}=1-u+\dots$, $I_0=1+u^2/4+\dots$ and $\sinh y=y+y^3/6+\dots$ with $y=x/2$,
\begin{equation}
e^{-u}I_0(u)=1-u+\dots,\qquad \frac{x/2}{\sinh(x/2)}=1-\frac{x^2}{24}+\dots
\label{hot}
\end{equation}
Hence $q_{\rm PG}$ tends to $q_{\rm free}=\sigma^{-1}\sqrt{\pi kT/B}$, the classical free rotor. The barrier correction, of order $1/T$, outlasts that of the Pitzer-Gwinn quantum factor, of order $1/T^2$. The true quantum correction, derived below, falls faster still.

\textbf{Q:} A free rotor has discrete levels $Bm^2$. Where did they go?

\textbf{A:} Put $a=B/kT$. The function $\sum_m e^{-a(m+s)^2}$ has period 1 in $s$. Its Fourier coefficients are $\int e^{-as^2-2\pi iks}ds=\sqrt{\pi/a}\,e^{-\pi^2k^2/a}$. Setting $s=0$,
\begin{equation}
\sum_{m=-\infty}^{\infty}e^{-am^2}=\sqrt{\frac{\pi}{a}}\left(1+2e^{-\pi^2/a}+\dots\right).
\label{poisson}
\end{equation}
The discreteness is exponentially small when $kT\gg B$. If instead $V_0\to0$ at fixed $T$, formula (\ref{pg}) again gives the classical free rotor, which fails when $kT$ drops well below $B$: by (\ref{poisson}) the sum over levels is higher by 0.01\% at $kT=B$ and by 7\% at $kT=B/3$. These figures are for the sum over all $m$ divided by $\sigma$. In a top with $\sigma=3$ each nuclear-spin species keeps only every third $m$. For $m$ a multiple of 3, $a$ becomes $9a$ in (\ref{poisson}), and the 7\% departure is already reached at $kT=3B$. A nearly free methyl top thus leaves the classical limit at a few $B$.

\section{The harmonic limit}

\textbf{Q:} And for high barriers?

\textbf{A:} Let $u\to\infty$ at fixed $x$. By (\ref{x}) this means that $B/kT$ falls as $1/u$. Only small $\theta$ counts in the angular average, where $1-\cos\theta=\theta^2/2-\theta^4/24+\dots$:
\begin{align}
e^{-u}I_0(u)&\simeq\frac1{2\pi}\int_{-\infty}^{\infty}e^{-u\theta^2/2}\left(1+\frac{u\theta^4}{24}\right)d\theta\nonumber\\
&=\frac1{\sqrt{2\pi u}}\left(1+\frac1{8u}\right),
\label{deep}
\end{align}
since the Gaussian mean of $\theta^4$ is $3/u^2$. The prefactor becomes $\sigma^{-1}\sqrt{kT/2uB}$, and (\ref{x}) says $kT/2uB=n^2/x^2$. So $q_{\rm cl}\to n/(\sigma x)$ and
\begin{equation}
q_{\rm PG}\to\frac n\sigma\,\frac1{2\sinh(x/2)}\equiv q_{\rm osc}.
\end{equation}
These are $n$ quantum oscillators divided by $\sigma$. For a methyl top with $n=\sigma=3$, one oscillator remains.

\section{The error between the limits}

\textbf{Q:} Two correct ends do not make a correct middle. What is the true quantum correction at high temperature?

\textbf{A:} Write $K=p^2/2I$, $\beta=1/kT$, $A=-\beta K$ and $C=-\beta V$. In the waves $e^{im\phi}$ every diagonal element of $e^C$ is the angular average $e^{-u}I_0(u)$, so
\begin{equation}
{\rm Tr}\,e^{A}e^{C}=e^{-u}I_0(u)\sum_m e^{-\beta Bm^2}=\sigma q_{\rm cl},
\end{equation}
apart from the exponentially small terms of (\ref{poisson}). The true sum is $\sigma q={\rm Tr}\,e^{A+C}$. To compare them, use the cyclic property of the trace to replace $e^Ae^C$ by $e^{A/2}e^Ce^{A/2}=e^{A+C+D}$. Reversing the signs of $A$ and $C$ inverts this product, so its logarithm is odd and $D$ starts at third order. There $D$ is the third-order part of the product minus $(A+C)^3/6$. The terms with two $A$ are
\begin{multline}
\frac{A^2C+2ACA+CA^2}{8}-\frac{A^2C+ACA+CA^2}{6}\\
=-\frac{1}{24}[A,[A,C]],
\end{multline}
and those with two $C$ are
\begin{equation}
\frac{AC^2+C^2A}{4}-\frac{AC^2+CAC+C^2A}{6}=\frac1{12}[C,[C,A]].
\end{equation}
Let $X=[A,C]$ and let brackets denote the average with weight $e^{A+C}$. This weight commutes with $A+C$, so $\langle[A+C,X]\rangle=0$. Therefore $\langle[A,X]\rangle=-\langle[C,X]\rangle=\langle[C,[C,A]]\rangle$ and
\begin{equation}
\langle D\rangle=\left(-\frac1{24}+\frac1{12}\right)\langle[C,[C,A]]\rangle=\frac1{24}\langle[C,[C,A]]\rangle .
\end{equation}

\textbf{Q:} That is still an operator. Evaluate it.

\textbf{A:} Acting on a function $f$, with $K=-(\hbar^2/2I)\,d^2/d\phi^2$,
\begin{align}
[V,K]f&=\frac{\hbar^2}{2I}(V''f+2V'f'),\\
[V,[V,K]]f&=\frac{\hbar^2}{I}\left(VV'f'-V'(Vf)'\right)=-\frac{\hbar^2}{I}V'^2f .
\end{align}
Three factors $-\beta$ turn this into $[C,[C,A]]=\beta^3\hbar^2V'^2/I$. To first order in $D$, $q_{\rm cl}/q=1+\langle D\rangle$. Later terms of the logarithm hold at least four commutators, each bringing a factor $\hbar$, so to order $\hbar^2$ the average may be taken classically:
\begin{equation}
\frac q{q_{\rm cl}}=1-\frac{\beta^3\hbar^2}{24I}\langle V'^2\rangle .
\end{equation}
Integration by parts over the ring gives $\beta\langle V'^2\rangle=\langle V''\rangle$. Here $V''=I\omega^2\cos n\phi$, and the classical mean of $\cos n\phi$ is $I_0'(u)/I_0(u)=I_1(u)/I_0(u)$. Thus
\begin{equation}
\frac q{q_{\rm cl}}=1-\frac{x^2}{24}\frac{I_1(u)}{I_0(u)}+\dots
\end{equation}
For small $u$ the Bessel ratio is about $u/2$, so this correction falls as $1/T^3$ on heating. Pitzer-Gwinn has $1-x^2/24$ instead, as (\ref{hot}) shows, which falls only as $1/T^2$. It assigns the curvature of the well bottom to all angles, although the curvature is negative near the barrier top. Dividing,
\begin{equation}
\frac q{q_{\rm PG}}-1\simeq\frac{x^2}{24}\left(1-\frac{I_1}{I_0}\right)>0 .
\label{errhot}
\end{equation}
The sign follows because the mean of a cosine is below one. At this order $q_{\rm PG}$ is too small.

\textbf{Q:} That needs small $x$. What about a deep well with a large quantum?

\textbf{A:} Then the levels need the next term of the potential, $-n^4V_0\phi^4/48$. With $\phi=\sqrt{\hbar/2I\omega}\,(a+a^\dagger)$, the vector $(a+a^\dagger)^2|v\rangle$ has components $\sqrt{(v+1)(v+2)}$, $2v+1$ and $\sqrt{v(v-1)}$. Their squares add to $3(2v^2+2v+1)$. Also $(\hbar/2I\omega)^2=B/(n^2V_0)$. First-order perturbation theory gives
\begin{equation}
\Delta E_v=-\frac{n^2B}{16}(2v^2+2v+1).
\end{equation}
For the geometric thermal distribution with mean $N=1/(e^x-1)$, $\langle v^2\rangle=2N^2+N$. The bracket averages to $4N^2+4N+1=(2N+1)^2=\coth^2(x/2)$. Since $n^2B/kT=x^2/2u$,
\begin{equation}
\frac q{q_{\rm osc}}=1+\frac1{8u}\left[\frac x2\coth\frac x2\right]^2+\dots
\label{qdeep}
\end{equation}
By (\ref{deep}) the Pitzer-Gwinn function has $1+1/8u$, so
\begin{equation}
\frac q{q_{\rm PG}}-1\simeq\frac1{8u}\left\{\left[\frac x2\coth\frac x2\right]^2-1\right\}.
\label{errdeep}
\end{equation}
For small $x$ the square is $1+x^2/6$ and the error is $x^2/48u$. Equation (\ref{errhot}) gives the same for large $u$, because differentiating the logarithm of (\ref{deep}) yields $I_1/I_0=1-1/2u+\dots$. At $x=2$ and $u=400$, the excess over $q_{\rm osc}$ multiplied by $u$ is 0.1252 for Pitzer-Gwinn and 0.2158 for the level sum; (\ref{qdeep}) predicts 0.2155 for the latter. Both ratios tend to one, with different first corrections.

\section{A methyl top in numbers}

\textbf{Q:} Put in a rotor that a process engineer would meet.

\textbf{A:} Take a methyl group on a saturated carbon in an alkyl ligand of a precursor vapour. Rough, typical, round values are $I=3.0$ amu\,\AA$^2$, $V_0=12$ kJ/mol (1003.1 cm$^{-1}$) and $n=\sigma=3$. Then $B=5.619$ cm$^{-1}$ and $\hbar\omega=3\sqrt{1003.1\times5.619}=225.2$ cm$^{-1}$. At 300 K, $kT=208.5$ cm$^{-1}$, so $u=1003.1/417.0=2.405$ and $x=225.2/208.5=1.080$. The steps are
\begin{align}
q_{\rm free}&=\tfrac13\sqrt{\pi\times208.5/5.619}=3.599,\\
q_{\rm cl}&=3.599\,e^{-2.405}I_0(2.405)=0.994,\\
q_{\rm PG}&=0.994\times\frac{0.540}{\sinh0.540}=0.947 .
\end{align}
The same arithmetic at four temperatures gives:
\begin{center}
\begin{tabular}{rccccc}
$T$ (K) & $q_{\rm cl}$ & $q_{\rm PG}$ & level sum & $q_{\rm osc}$ & $q_{\rm free}$\\ \hline
100 & 0.314 & 0.210 & 0.218 & 0.206 & 2.078\\
300 & 0.994 & 0.947 & 0.959 & 0.882 & 3.599\\
600 & 2.134 & 2.108 & 2.121 & 1.829 & 5.090\\
1000 & 3.623 & 3.607 & 3.617 & 3.072 & 6.571
\end{tabular}
\end{center}
Relative to the level sum, the classical value is 44\% too high at 100 K, and the oscillator is 15\% too low at 1000 K. The free rotor is still far off at 1000 K, where $u=0.72$ is not small.

\textbf{Q:} How large is the Pitzer-Gwinn error, and do your estimates find it?

\textbf{A:} Computed from unrounded values, the level sum exceeds $q_{\rm PG}$ by 3.8, 1.2, 0.6 and 0.3\% at the four temperatures. Estimate (\ref{errhot}) gives 1.2\% at 300 K. At 100 K, where $x=3.2$, it gives 3.2\%, and (\ref{errdeep}) does better with 3.6\%. The free-energy error is steadier: 0.031, 0.031, 0.030 and 0.024 kJ/mol. For small $x$, (\ref{errhot}) and (\ref{x}) put it at about
\begin{equation}
kT\,\frac{x^2}{24}\left(1-\frac{I_1}{I_0}\right)=\frac{n^2B}{12}\,u\left(1-\frac{I_1}{I_0}\right)
\end{equation}
per rotor. The factor $u(1-I_1/I_0)$ tends to $1/2$ for large $u$ and changes slowly until $u$ falls below one. At 100 K, where $x$ is not small, the formula gives 0.026 kJ/mol, less than the actual 0.031.

\textbf{Q:} Thermochemistry also needs entropy.

\textbf{A:} Per mole, $S=R(\ln q+E/RT)$ with $E/RT=T\,d\ln q/dT$. The factor $\sqrt T$ gives $1/2$. Since $T\,du/dT=-u$, the Bessel factor gives $-u(-1+I_1/I_0)$. Since $T\,dx/dT=-x$, the quantum factor gives $-x[1/x-\frac12\coth(x/2)]$. Together,
\begin{equation}
\frac E{RT}=-\frac12+u\left(1-\frac{I_1}{I_0}\right)+\frac x2\coth\frac x2 .
\end{equation}
At 300 K this leads to $S=9.42$ J/(mol\,K), against 9.43 from the levels. At 100 K the values are 1.76 and 1.70.

\section{Cooling, and the real molecule}

\textbf{Q:} Cooling also makes $u$ large. So $q_{\rm PG}$ becomes exact at low temperature?

\textbf{A:} No. At fixed $V_0$, cooling raises $x$ together with $u$, and the correction in (\ref{qdeep}) grows as $x^2/u\propto1/T$. Pitzer-Gwinn still approaches the oscillator formula, but the true ground level lies lower. In the example it is at 109.36 cm$^{-1}$, while $\hbar\omega/2=112.62$ cm$^{-1}$. The difference of 3.26 cm$^{-1}$ is close to $n^2B/16=3.16$ cm$^{-1}$. Hence $q/q_{\rm PG}$ grows roughly as $e^{n^2B/16kT}$ and reaches 1.60 at 10 K. For a deep well the formula therefore needs $kT\gg n^2B/16$.

\textbf{Q:} And tunnelling between the wells?

\textbf{A:} It splits the lowest triplet by $4.0\times10^{-5}$ cm$^{-1}$, or $5.7\times10^{-5}$ K. Below that temperature the three wells no longer count as three states, and dividing by $\sigma$ loses its meaning. Strictly, each nuclear-spin species has its own levels. At 100 K the sum over the symmetric species alone ($m$ a multiple of 3) differs from one third of the full sum by only $3\times10^{-8}$ in relative terms.

\textbf{Q:} A real ligand is not a cosine on a rigid frame. Which assumption costs most?

\textbf{A:} I changed one assumption at a time, by illustrative amounts. Except for the coupling, the level sum was recomputed.
\begin{itemize}
\item Adding $(V_6/2)(1-\cos6\phi)$ with $V_6=0.05V_0$ changes $q$ by $-7.4\%$ at 300 K and $-5.0\%$ at 600 K. The barrier height stays fixed, but the curvature at the minimum rises by 20\%. The added term is nowhere negative, so it raises the potential between the minima and the barrier tops and lowers $q$. The harmonic formula, which sees only the curvature, would overstate the change.
\item A barrier higher by 1 kJ/mol gives $-5.0\%$ and $-4.7\%$.
\item A frame with 20 times the top's inertia, instead of an immovable one, multiplies $I$ by $20/21$ and gives $-2.6\%$ and $-2.4\%$.
\item A coupling $c\sin3\phi_1\sin3\phi_2$ between two tops, with $c=1$ kJ/mol, raises the classical partition function of the pair by 0.8\% and 0.4\%. This form averages to zero and acts only at second order in $c$. A term $c(1-\cos3\phi_1)(1-\cos3\phi_2)$ acts at first order, lowering the pair's value by the fraction $c(1-I_1/I_0)^2/kT$, about 2\% and 5\% for the same $c$. Coupling between tops is therefore not small in general.
\end{itemize}
For these sizes, the shape and height of the barrier matter more between 300 and 600 K than the Pitzer-Gwinn interpolation, whose error is 1.2 to 0.6\%. A better barrier is then worth more than replacing Pitzer-Gwinn by the level sum. The ranking belongs to this example: a top with a much lower barrier or a lighter frame needs its own $u$, $x$ and $I$. A precursor that decomposes on heating also leaves the range in which one fixed molecule has a partition function to compute.

\textbf{Q:} Do the small errors add up in a molecule with many methyl groups?

\textbf{A:} For independent tops the partition functions multiply, so the free-energy errors add. Nine such tops at 300 K give $9\times0.031\simeq0.28$ kJ/mol. In a reaction the part belonging to tops that keep the same $I$ and $V_0$ cancels between reactants and products. What remains comes from tops that are created, lost or given a different $I$ or $V_0$.
